# Proper Piezoelectric Response from Berry Phases of a Strained Crystal, part 2

A ferroelectric film between short-circuited electrodes is strained slowly. We seek the strain derivative that gives the charge in the wire, for a neutral, spin-paired, one-particle insulator at zero macroscopic field.

The matrix $h$ has the lattice vectors $\mathbf a_\alpha$ as columns, $h_0$ is its unstrained value, and $\boldsymbol\xi$ is reduced position:

$$\mathbf r=h\boldsymbol\xi,\qquad h=Fh_0,\qquad F=1+\varepsilon,\qquad \Omega=\det h. \tag{1}$$

Greek indices label lattice directions, Latin ones Cartesian; direction 3 crosses the film. The elementary charge $e$ is positive. With ionic core charges $Z_se$, reduced ionic positions $s_\alpha$ and Berry-phase electron centres $w_{n\alpha}$, the reduced dipole and formal polarization are

$$p_\alpha=\sum_sZ_ss_\alpha-2\sum_{n=1}^{N}w_{n\alpha}, \tag{5}$$

$$\mathbf P=\frac e\Omega\sum_\alpha p_\alpha\mathbf a_\alpha. \tag{6}$$

Equivalent descriptions (branches) differ by integers $m_\alpha$ in $p_\alpha$, even if all core charges are even. $P_{\rm sw}$ is the polarization relative to a centred, nonpolar crystal.

For $\dot h=Dh$, the transformed electron wave function $\chi$ obeys

$$i\hbar\partial_t\chi=\left[-\frac{\hbar^2}{2m}g^{\alpha\beta}\partial_\alpha\partial_\beta+V+\frac m2\mathbf r\cdot(\dot D+D^2)\mathbf r\right]\chi, \tag{12}$$

where $m$ is the electron mass, $V$ the periodic potential, $g^{\alpha\beta}=(h^{-1}(h^{-1})^T)_{\alpha\beta}$ and $\partial_\alpha=\partial/\partial\xi_\alpha$. The last, inertial term is dropped in the slow limit. With $\kappa_\alpha=\mathbf k\cdot\mathbf a_\alpha$,

$$H_{\boldsymbol\kappa}=\frac{\hbar^2}{2m}g^{\alpha\beta}(-i\partial_\alpha+\kappa_\alpha)(-i\partial_\beta+\kappa_\beta)+V,\qquad v_\alpha=\frac1\hbar\frac{\partial H_{\boldsymbol\kappa}}{\partial\kappa_\alpha}. \tag{13}$$

Slow change mixes eigenstates $u_l$, of energy $E_l$, into $u_n$ with amplitudes $c_l$:

$$i\hbar\langle u_l|\partial_tu_n\rangle+E_nc_l=E_lc_l,\qquad c_l=\frac{i\hbar\langle u_l|\partial_tu_n\rangle}{E_l-E_n}. \tag{14}$$

The charge through a cell face moving with the material is

$$dQ_\alpha=e\,dp_\alpha. \tag{19}$$

The wire carries $e\,\Delta p_3$ per surface cell from the $+3$ electrode to the other. The proper piezoelectric tensor, taken at $\varepsilon=0$, is independent of branch:

$$e_{ijk}=\frac e\Omega\sum_\alpha a_{\alpha i}\frac{\partial p_\alpha}{\partial\varepsilon_{jk}}. \tag{21}$$

The naive derivative depends on branch:

$$\frac{\partial P_i}{\partial\varepsilon_{jk}}=e_{ijk}+\delta_{ij}P_k-\delta_{jk}P_i. \tag{23}$$

$$\frac{\partial P_3}{\partial\varepsilon_{11}}=e_{311}-P_3,\qquad \frac{\partial P_3}{\partial\varepsilon_{33}}=e_{333},\qquad \frac{\partial P_1}{\partial\varepsilon_{13}}=e_{113}+P_3. \tag{26}$$

**Rotations.** Under a rigid rotation $h\to Rh$, the matrix $h^{-1}(h^{-1})^T$ is unchanged. The reduced Hamiltonian (13) is therefore unchanged, and so is $p_\alpha$. In the frame that turns with the crystal, a slow steady rotation acts on the electrons, to first order in its rate, like a uniform magnetic field. The insulator is in a stationary state there and has no average current, so (19) holds with both sides zero. The part of $e_{ijk}$ antisymmetric in $j,k$ vanishes:

$$e_{ijk}=e_{ikj}. \tag{27}$$

The naive derivative has an antisymmetric part because the vector $\mathbf P$ turns with the crystal. For a symmetric shear with $\varepsilon_{13}=\varepsilon_{31}=\gamma/2$, averaging the two components of (23) gives $\partial P_1/\partial\gamma=e_{113}+P_3/2$. Removing the rotation thus leaves half of the correction in place.

**Internal displacements.** Strain also moves atoms within the cell. If one coordinate $s_3$ responds along direction 3, the chain rule separates the total derivative:

$$e_{3jj}=e_{3jj}^{\rm clamped}+\frac{e}{A}Z^*\frac{\partial s_3}{\partial\varepsilon_{jj}},\qquad Z^*=\frac{\partial p_3}{\partial s_3}. \tag{28}$$

There is no sum over $j$. The cell is taken to be orthorhombic, with face area $A$ normal to direction 3. The clamped part is evaluated at fixed reduced positions, and $Z^*$ is the dynamical charge in units of $e$.

**A crystal with one polar anion.** The model cell has edges 0.26, 0.25 and 0.50 nm. A cation of core charge $+2e$ sits at the origin. An anion site with no core charge sits at $(\frac12,\frac12,\frac12+u)$, where $u=-0.1$, so it is displaced by $-0.050$ nm from the midpoint. One spin-paired band is filled. The Hamiltonian in the cation–anion basis is

$$H=\begin{pmatrix}\Delta&f\\f^*&-\Delta\end{pmatrix},\qquad f=\sum_bt_be^{i\boldsymbol\kappa\cdot\mathbf R_b},\qquad t_b=t_0\left(\frac{d_0}{d_b}\right)^{3.5}. \tag{29}$$

The eight bonds have lattice offsets $\mathbf R_b$ with components $-1$ or 0, and $d_b$ are their strained lengths. The parameters are $\Delta=3$ eV, $t_0=0.6$ eV and $d_0=0.27$ nm. The orbitals move with their atoms, and the position operator is diagonal in them. The band energies are $\pm\sqrt{\Delta^2+|f|^2}$. In the unstrained crystal the bonds pair up so that $f$ contains the factor $1+e^{-i\kappa_1}$, which vanishes at $\kappa_1=\pi$. The smallest gap is therefore $2\Delta=6$ eV.

To first order, strain moves the anion by $\delta s_3=0.1(\varepsilon_{11}+\varepsilon_{22})+0.3\varepsilon_{33}$. These coefficients are chosen parameters, not results of an energy minimization. At finite strain each $\varepsilon_{jj}$ in this rule is replaced by the diagonal component of $\frac12(F^TF-1)$, which a rigid rotation leaves unchanged. The finite-strain numbers below depend on this choice; the linear coefficients do not.

Equation (19) was tested by integrating the time-dependent equation of this model. Over 16 fs, the strain was raised smoothly to $\varepsilon_{11}=0.02$, $\varepsilon_{22}=-0.01$, $\varepsilon_{33}=0.015$ and $\varepsilon_{13}=\varepsilon_{31}=0.01$. The integrated current gave dipole changes of $-0.00130$, 0 and $-0.01332$ along the three axes. Berry phases of the initial and final crystals gave the same values, within the tolerance of $10^{-5}$.

**Polarization and surface charge.** The quantum of polarization along 3 is $2e/A=493.0\ \mu\mathrm{C/cm^2}$, so $e/A=246.5\ \mu\mathrm{C/cm^2}$. The computed dipole is $p_3=-0.7802$; the centred crystal has $p_3=-1$. Thus

$$P_3=246.5(-0.7802)=-192.3\ \mu\mathrm{C/cm^2}, \tag{30}$$

$$P_{\rm sw}=246.5(-0.7802+1)=54.2\ \mu\mathrm{C/cm^2}. \tag{31}$$

Call the first description branch A. In branch B the cation is assigned to the next cell along 3, which gives $p_3=1.2198$ and $P_3=300.7\ \mu\mathrm{C/cm^2}$.

In this model, which has no Coulomb interaction, the two branches can be realized as two surfaces. Cut a slab of whole cells, and then move its bottom cation layer to the top. The interior is the same, but the charge on the upper surface changes by two elementary charges per surface cell. Adding one cell to a thick slab increases its reduced dipole by the surface charge per cell, because two opposite surface charges have been separated by one more cell. Slabs of 12 and 16 cells gave $-0.7802e$ and $1.2198e$ for the two terminations, in agreement with the Berry phases. Repeating the calculation under small in-plane strain gave the same derivative, $-61.7\ \mu\mathrm{C/cm^2}$, for both. The surface charge per cell contains a different integer in each case, but strain does not change that integer. A real free slab with these surface charges would not stay insulating: even at a relative permittivity of 30 the internal fields would be about 72 and 113 MV/cm, and the potential drop would exceed the 6 eV gap within two cells. Such surfaces must be compensated, for instance by electrodes.

**Proper and naive coefficients.** The proper coefficients are

$$e_{311}=-61.7,\qquad e_{322}=-61.2,\qquad e_{333}=-176.1\ \mu\mathrm{C/cm^2}. \tag{32}$$

In the customary unit, $e_{311}=-0.617\ \mathrm{C/m^2}$ and $e_{333}=-1.76\ \mathrm{C/m^2}$. The naive in-plane derivative follows from (26):

$$\begin{aligned}\text{A:}\quad&-61.7+192.3=130.6\ \mu\mathrm{C/cm^2},\\ \text{B:}\quad&-61.7-300.7=-362.4\ \mu\mathrm{C/cm^2}.\end{aligned} \tag{33}$$

Direct differentiation of $\mathbf P$ gives these same values. Even the sign depends on the branch. The naive derivative with respect to $\varepsilon_{33}$ is $-176.1\ \mu\mathrm{C/cm^2}$ on both, as (26) requires. For shear, the proper components $e_{113}$ and $e_{131}$ are both $-9.55\ \mu\mathrm{C/cm^2}$, whereas $\partial P_1/\partial\varepsilon_{13}$ is $-201.9$ on A and $291.1\ \mu\mathrm{C/cm^2}$ on B. The relation (23) was tested for all 27 components on both branches.

The dynamical charge is $Z^*=-2.198$. Without hopping, both electrons would sit on the anion and $Z^*$ would be $-2$. Hopping places part of this charge on the cation, which lowers the magnitude, but the flow of electrons between the sites as bond lengths change adds more than is lost. The internal part of $e_{311}$ is $246.5(-2.198)(0.1)=-54.2\ \mu\mathrm{C/cm^2}$, and the clamped part is $-7.6\ \mu\mathrm{C/cm^2}$. The internal part of $e_{333}$ is three times larger, $-162.5\ \mu\mathrm{C/cm^2}$. The size of these coefficients is therefore set mainly by the chosen displacement parameters.

**Charge from a stretched capacitor.** Let a 10 nm film with an electrode area of $10^{-4}\ \mathrm{cm^2}$ be stretched by $\eta=10^{-3}$ along both in-plane axes, with its thickness held fixed. The charge per original area is

$$q=\eta(e_{311}+e_{322})=10^{-3}(-61.7-61.2)=-0.1229\ \mu\mathrm{C/cm^2}. \tag{34}$$

Multiplication by the area gives $-12.3$ pC. The full change of Berry phases exceeds the linear result in magnitude by 0.007%. This small share depends on the second-order form chosen for $\delta s_3$; with $\delta s_3$ strictly linear in $\varepsilon$ the full change would be about 0.04% below the linear result. The naive change of $P_3$ is $0.261\ \mu\mathrm{C/cm^2}$ on branch A and $-0.723\ \mu\mathrm{C/cm^2}$ on B. Their difference is close to $-2\eta(2e/A)$, the change of the polarization quantum caused by the larger area.

**Comparison with a hafnia device.** The film thickness, gap, polar displacement and switching polarization have the rough size expected for ferroelectric hafnia. The model cell represents one polar oxygen. The twelve-atom cell of the real orthorhombic crystal has about four times its face area, so its polarization quantum is about $493/4=123\ \mu\mathrm{C/cm^2}$. The coefficients in (32) are properties of the model, not predictions for hafnia. The assumption that matters most for the charge is the fixed thickness. A film with a free upper surface contracts. For a rough elastic ratio $c_{13}/c_{33}=0.3$, taken equal for the two in-plane directions, zero normal stress gives $\varepsilon_{33}=-2(0.3)\eta$. This adds $+0.106\ \mu\mathrm{C/cm^2}$ and leaves $-0.017\ \mu\mathrm{C/cm^2}$, a reduction of 86% in magnitude. The two contributions would cancel at a ratio of about 0.35, so in this model even the sign of the charge depends on the elastic constants.

At fixed thickness, grain orientation is the next largest effect among those estimated. If the polar axes are distributed uniformly over the upper hemisphere, and the thickness is again fixed, the mean charge is $-0.086\ \mu\mathrm{C/cm^2}$, about 30% smaller in magnitude than (34). This reduction does not carry over to a film with free thickness, because the near-cancellation found above depends on the direction of the polar axis.

Real electrodes also screen imperfectly. Let $\lambda$ be the combined effective screening length of both electrodes, $d$ the film thickness and $\varepsilon_r$ the relative permittivity of the film. A delivered charge density $q'$ produces a voltage $q'\lambda/\varepsilon_0$ in the electrodes, and the short circuit requires an opposite voltage across the film. Thus

$$E=-\frac{q'\lambda}{\varepsilon_0d},\qquad q'=q+\varepsilon_0\varepsilon_rE=\frac{q}{1+\varepsilon_r\lambda/d}. \tag{35}$$

For rough values $\lambda=0.05$ nm and $\varepsilon_r=30$, the factor is $1/1.15=0.87$, a loss of 13%. Applied to the whole switching polarization, the same estimate gives a residual field of 2.7 MV/cm. This exceeds a rough coercive field of 1 MV/cm, so the assumed polar state would need additional compensation, for instance by trapped interface charge. The zero-field calculation does not describe that charge. A residual field also makes the electrode charge sensitive to changes of $d$, $\lambda$ and $\varepsilon_r$ with strain, so the loss of 13% applies only if these three stay fixed.

Temperature drift can disturb a slow measurement. A rough pyroelectric coefficient of $5\times10^{-3}\ \mu\mathrm{C/cm^2}$ per kelvin gives 4% of the strain charge for each kelvin. The other estimated effects are small, except that the estimates for free carriers depend strongly on the band alignment at the electrodes and on the carrier mass:

- At 358 K, the thermal carrier factor $e^{-E_g/2k_BT}$, with $E_g$ the gap, is about $6\times10^{-43}$. In a thin film between metals the carriers come from the electrodes instead: the corresponding factor is $7\times10^{-29}$ for a 2 eV barrier and $4\times10^{-10}$ for a barrier lowered to 0.67 eV.
- The residual field drops 2.7 V across the film while the short circuit keeps the two Fermi levels equal. If the conduction band lies 2 eV above the Fermi level at mid-film and the electrodes screen equally, its edge runs from 3.3 to 0.67 eV, and tunnelling across the film is suppressed by an exponent of about 142 for the free electron mass. The exponent varies as the square root of the tunnelling mass, so for 0.15 of the free mass it is about 55. If 2 eV is instead the barrier at the high side, the barrier is triangular and the exponents are about 73 and 28, but the band edge then falls 0.66 eV below the Fermi level at the other side, and the film is no longer insulating there. Leakage through defects is not included.
- If the wire is opened, the strain charge produces a field of 0.046 MV/cm, well below the rough coercive field.
- For a vibration at 10 MHz with strain amplitude $10^{-3}$ and a half-width of 50 µm, the inertial term in (12) corresponds to a field of about $10^{-11}$ MV/cm.

**Where the result fails.** If the gap closes, the adiabatic expansion (14) loses its small parameter and charge can flow by ordinary conduction. The integer $m_\alpha$ need not then be the same before and after the strain. A metallic surface can likewise change its charge without a change in the bulk dipole. A nonzero field adds a dielectric charge, as in (35), and makes the coefficients depend on the field. The derivation also rests on one-particle states; a correlated insulator requires the corresponding many-electron Berry phase. Within the stated conditions, a calculation should follow $p_\alpha$ continuously between neighbouring strains and differentiate it before converting to Cartesian polarization.

## Table of computed values

```
Model cell edges (nm): 0.26 0.25 0.5
Onsite half-splitting 3.0 eV; hopping 0.6 eV at 0.27 nm; power 3.5
Anion offset from midpoint: -0.1 of cell = -0.050 nm
Internal coefficients, in-plane and axial: 0.1 0.3
Smallest band gap: 6.000 eV
Ramp strains 11, 22, 33, 13: 0.02 -0.01 0.015 0.01
Dipole change from current, axes 1 2 3: -0.001300 -0.000000 -0.013320
Dipole change from phases, axes 1 2 3: -0.001300 -0.000000 -0.013320
Reduced dipole, axes 1 2 3: -1.00000 -1.00000 -0.78016
Reduced dipole of centred crystal, axis 3: -1.00000
Slab charge per cell, terminations A B: -0.78016 1.21984 e
Polarization quantum 2e/area: 492.98 uC/cm2
Switching polarization from centred state: 54.19 uC/cm2
Formal P3, branches A B: -192.30 300.68 uC/cm2
Proper e31 e32 e33: -61.73 -61.16 -176.14 uC/cm2
Proper e31 converted: -0.6173 C/m2
Proper e33 converted: -1.7614 C/m2
e31 from slabs A B: -61.73 -61.73 uC/cm2
Naive 31, branches A B: 130.57 -362.41 uC/cm2
Naive 33, branches A B: -176.14 -176.14 uC/cm2
Proper 1,13 and 1,31: -9.55 -9.55 uC/cm2
Naive 1,13, branches A B: -201.85 291.13 uC/cm2
Naive 1,31, branches A B: -9.55 -9.55 uC/cm2
Dynamical charge of anion along axis 3: -2.1978 e
Clamped-ion e31 e32 e33: -7.56 -6.99 -13.61 uC/cm2
Internal part of e31: -54.17 uC/cm2
Internal part of e33: -162.52 uC/cm2
Film: thickness 10.0 nm, electrode 1.0e-04 cm2
Equal in-plane strains: 0.10 percent
Transported charge density, full phases: -0.12291 uC/cm2
Transported charge density, linear: -0.12290 uC/cm2
Electrode charge: -12.291 pC
Naive charge density, branches A B: 0.26136 -0.72312 uC/cm2
Nonlinear share at this strain: 0.007 percent
Rough elastic ratio c13/c33: 0.3
Charge density with free thickness: -0.01731 uC/cm2
Charge density, grains random in upper hemisphere: -0.08553 uC/cm2
Rough screening length, both electrodes: 0.05 nm; permittivity 30.0
Charge factor from imperfect screening: 0.870
Residual field without trapped charge: 2.661 MV/cm
Open-circuit field from strain: 0.0463 MV/cm
Tunnelling exponent at residual field, 2.0 eV barrier: 72.6
Thermal carrier factor at 358.0 K: 5.85e-43
Rough pyroelectric charge per kelvin: 5.0e-03 uC/cm2
Its share of strain charge, per kelvin: 4.07 percent
Inertia example: 10 MHz, half-width 50 um
Electron inertial field: 1.12e-11 MV/cm
```
